# Linear reflectance change from an ultrathin film on an absorbing substrate, part 2

Light of vacuum wavelength $\lambda$ falls at normal incidence from a lossless ambient (real index $n_a$) onto a flat, uniform film (thickness $d$, index $n_f$) on a very thick substrate (index $n_s$). The questioner, Q, objected that a transparent film much thinner than $\lambda$ should change the reflectance only through the square of its small phase delay.

The relative permittivities are $\varepsilon_a=n_a^2$, $\varepsilon_f=n_f^2$ and $\varepsilon_s=n_s^2=\varepsilon_s'+i\varepsilon_s''$, and $k=2\pi/\lambda$. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon>0$. The film occupies $0<z<d$, with $z$ pointing into the sample. The electric field $E$ and the scaled magnetic field $H$, which has the unit of $E$, are continuous at interfaces and obey

$$E'=ikH,\qquad H'=ik\varepsilon E .$$

The admittance $Y=H/E$ obeys $Y'=ik(\varepsilon-Y^2)$ with $Y(d)=n_s$. For an incident wave of unit amplitude, the reflected amplitude is

$$r=\frac{n_a-Y(0)}{n_a+Y(0)} .$$

The first derivative of $\ln r$ with respect to $Y$ is

$$-\frac{2n_a}{n_a^2-Y^2}.$$

Without a film, $Y(0)=n_s$ and $r_0=(n_a-n_s)/(n_a+n_s)$. The reflectances are $R=|r|^2$ and $R_0=|r_0|^2\neq0$, with $\Delta R=R-R_0$. To second order,

$$\ln\frac r{r_0}=2ikdn_a\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}
+2k^2d^2n_an_s\frac{(\varepsilon_f-\varepsilon_s)(\varepsilon_f-\varepsilon_a)}{(\varepsilon_a-\varepsilon_s)^2}+O(d^3),$$

and $\ln(R/R_0)$ is twice its real part. This gives the linear law

$$\boxed{\frac{\Delta R}{R_0}=-\frac{8\pi n_ad}{\lambda}\operatorname{Im}\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}+O(d^2)} .$$

In the linear term $\varepsilon_f-\varepsilon_s$ may be replaced by $\varepsilon_f-\varepsilon_a$ without changing $R$.

To explain the cause, the film was treated as a thin sheet of extra polarization that emits a small wave. Referred to the substrate surface, this changes the reflected amplitude by

$$\delta r=\frac{ikd}{2n_a}(\varepsilon_f-\varepsilon_a)(1+r_0)^2 .$$

Q has just asked where the phase of the reflection enters.

**A:** Through the interference of $\delta r$ with $r_0$. Write $r_0=\sqrt{R_0}\,e^{i\phi}$. Then

$$\frac{(1+r_0)^2}{r_0}=\frac1{r_0}+2+r_0,$$

and its imaginary part is

$$-\frac{\sin\phi}{\sqrt{R_0}}+\sqrt{R_0}\sin\phi=-\frac{1-R_0}{\sqrt{R_0}}\sin\phi .$$

For a transparent film $\Delta R/R_0=2\operatorname{Re}(\delta r/r_0)$ becomes

$$\frac{\Delta R}{R_0}=\frac{kd}{n_a}(\varepsilon_f-\varepsilon_a)\,\frac{1-R_0}{\sqrt{R_0}}\sin\phi+O(d^2).$$

On a lossless dielectric $r_0$ is real and $\sin\phi=0$. The film's wave is then a quarter cycle out of step with the reflected wave, and intensities add without a linear cross term. An absorbing substrate shifts $\phi$ away from $0$ and $\pi$, and the cross term appears.

**Q:** Interference only redistributes energy. Where does the missing light go?

**A:** Into the substrate. The field equations give

$$\frac{d}{dz}\operatorname{Re}(E^*H)=\operatorname{Re}\left(-ik|H|^2+ik\varepsilon|E|^2\right)=-k\operatorname{Im}(\varepsilon)\,|E|^2 .$$

In a transparent film the right side is zero, so the power flux is the same at both faces. In the ambient it is $n_a(1-R)$ in units where the incident wave carries $n_a$. All of this enters the substrate and is absorbed there. The film acts as a weak matching layer: it changes how much light the absorber accepts.

**Q:** A lossless metal with negative permittivity also has a reflection phase other than $0$ or $\pi$. Would it show the linear effect?

**A:** No. Such a substrate has purely imaginary $n_s$ and $R_0=1$, so the factor $1-R_0$ removes the effect. The result holds beyond first order. The flux at the substrate surface is $\operatorname{Re}(n_s)|t|^2=0$, where $t$ is the field there, and a transparent film passes this zero flux unchanged to the ambient. Hence $R=1$ at any thickness, within this model. With a transparent film, a linear change needs both a suitable phase and a substrate that takes up power.

**Q:** You have said "sufficiently thin" several times. Thin compared with what?

**A:** First, with a length set by the quadratic term. Write $\Delta R/R_0=C_1d+C_2d^2+O(d^3)$. Twice the real part of the logarithm gives $\ln(R/R_0)=C_1d+Qd^2+O(d^3)$, with

$$C_1=-4kn_a\operatorname{Im}\frac{\varepsilon_f-\varepsilon_a}{\varepsilon_a-\varepsilon_s},$$

$$Q=4k^2n_a\operatorname{Re}\left[n_s\frac{(\varepsilon_f-\varepsilon_s)(\varepsilon_f-\varepsilon_a)}{(\varepsilon_a-\varepsilon_s)^2}\right].$$

Expanding the exponential, $e^x-1=x+x^2/2+\dots$, adds the square of the linear term, so $C_2=Q+C_1^2/2$. If $C_2\neq0$, the linear law needs $d\ll|C_1/C_2|$. In every case $d$ must also be small enough for the cubic and higher terms to be negligible. If $\varepsilon_s''$ is small, $C_1$ is small while $C_2$ need not be. The condition $d\ll\lambda$ is then far from sufficient.

**Q:** Give me a case from the fab.

**A:** Take native oxide growing back on a freshly stripped silicon wafer in air, watched at $365\ \mathrm{nm}$, a photon energy of $3.397\ \mathrm{eV}$. As inputs I choose $n_f=1.47$ for the oxide and $n_s=6.50+2.70i$ for silicon. They are rough, and their last digits only fix the arithmetic. Then $\varepsilon_f=2.161$ and $\varepsilon_s=34.96+35.10i$. With $\varepsilon_a=1$,

$$\operatorname{Im}\frac1{\varepsilon_a-\varepsilon_s}=\frac{35.10}{33.96^2+35.10^2}=0.01472 .$$

The linear coefficient is

$$C_1=-\frac{8\pi}{365\ \mathrm{nm}}\times1.161\times0.01472=-1.18\times10^{-3}\ \mathrm{nm^{-1}} .$$

One nanometre of transparent oxide should lower the reflectance by about $0.12\,\%$ of its bare value. Here $\varepsilon_s''$ happens to lie close to $|\varepsilon_a-\varepsilon_s'|=33.96$, the value that maximizes the coefficient when $\varepsilon_s'$ is held fixed.

**Q:** Check it with your phase argument.

**A:** The bare reflectance is $0.5908$ and the phase is $-173.65^\circ$, so $\sin\phi=-0.1106$. With $k=2\pi/365=0.01721\ \mathrm{nm^{-1}}$,

$$0.01721\times1.161\times\frac{0.4092}{0.7686}\times(-0.1106)=-1.18\times10^{-3}\ \mathrm{nm^{-1}} .$$

A phase only about six degrees from $180^\circ$ is enough.

**Q:** What does the full reflectance say, without any expansion?

**A:** For $1\ \mathrm{nm}$ it gives $\Delta R/R_0=-1.356\times10^{-3}$, against $-1.176\times10^{-3}$ from the linear law. The quadratic coefficient is $C_2=-1.80\times10^{-4}\ \mathrm{nm^{-2}}$, and the two terms together reproduce the full value to the four digits quoted. Someone who divided the full signal by $C_1$ would report $1.15\ \mathrm{nm}$ instead of $1\ \mathrm{nm}$.

The energy balance is also visible. The reflectance falls from $0.590809$ to $0.590008$, while the share absorbed in the silicon rises from $0.409191$ to $0.409992$. Both change by $0.000801$.

**Q:** So is the signal linear or not? Fifteen per cent is not nothing.

**A:** It is linear in the limit of small $d$, and approximately so here. The two terms become equal in size at $|C_1/C_2|=6.5\ \mathrm{nm}$. Doubling the thickness from $0.01$ to $0.02\ \mathrm{nm}$ multiplies the signal by $2^{1.002}$. These thicknesses are smaller than an atom and serve only to show the mathematical limit. Doubling from $1$ to $2\ \mathrm{nm}$ gives $2^{1.18}$.

**Q:** Would a red laser do as well? The oxide is just as transparent there.

**A:** The substrate is the trouble. At $633\ \mathrm{nm}$ I choose the equally rough inputs $n_f=1.46$ and $n_s=3.88+0.02i$, so $\varepsilon_s''$ is only about $0.155$. The coefficients become

$$C_1=-3.5\times10^{-5}\ \mathrm{nm^{-1}},\qquad C_2=-1.13\times10^{-4}\ \mathrm{nm^{-2}} .$$

They give equal contributions at $0.31\ \mathrm{nm}$, about one two-thousandth of the wavelength. This length is proportional to the small and uncertain $\operatorname{Im}n_s$; a value of $0.016$ would give $0.25\ \mathrm{nm}$. For $1\ \mathrm{nm}$ the full signal is $-1.49\times10^{-4}$, of which the linear part supplies about a quarter. From $1$ to $2\ \mathrm{nm}$ the signal grows as $d^{1.82}$, which is close to the square law you expected at the start.

**Q:** Suppose I measure at $365\ \mathrm{nm}$. How little oxide could I see?

**A:** If the noise in $\Delta R/R_0$ is $10^{-4}$, an assumed figure, it corresponds to $10^{-4}/(1.176\times10^{-3})=0.085\ \mathrm{nm}$ of oxide. This holds near the bare surface. On oxide already $1\ \mathrm{nm}$ thick the slope is $C_1+2C_2d\approx-1.54\times10^{-3}\ \mathrm{nm^{-1}}$, and the same noise corresponds to about $0.065\ \mathrm{nm}$. Such a figure is a resolution for changes in the thickness of a uniform film with the assumed index. It is not the accuracy of an absolute thickness.

**Q:** Why not? The formula contains $d$ plainly enough.

**A:** It contains $d$ multiplied by $\varepsilon_f-\varepsilon_a$. For a film whose permittivity varies with depth, integrate $Y'=ik(\varepsilon-Y^2)$ across it. Inside the film $Y^2=\varepsilon_s+O(d)$, so

$$Y(0)=n_s-ik\int_0^d[\varepsilon(z)-\varepsilon_s]\,dz+O(d^2).$$

The steps that followed in the first half are unchanged, and for a bounded profile

$$\frac{\Delta R}{R_0}=-\frac{8\pi n_a}{\lambda}\operatorname{Im}\frac{\int_0^d[\varepsilon(z)-\varepsilon_a]\,dz}{\varepsilon_a-\varepsilon_s}+O(d^2).$$

At first order one wavelength yields one number, an integral over the film. It cannot separate thickness from index. If the oxide index is $5\,\%$ higher than assumed, the signal per nanometre is $19\,\%$ larger.

**Q:** Now set the model beside a real wafer. What does it break first?

**A:** A native oxide is roughly one to two nanometres thick, so the example lies in the right range, and the indices are rough but typical of silicon and its oxide. One doubtful assumption is the abrupt interface. Real oxide meets silicon through a transition region a few tenths of a nanometre thick, whose optical constants I do not know well. As a trial, give the lowest $0.3\ \mathrm{nm}$ of the oxide the mean of the two indices, $3.98+1.35i$. The linear signal of the $1\ \mathrm{nm}$ film then grows by $38\,\%$. Had we given the layer the mean of the two permittivities instead, $\varepsilon_f-\varepsilon_s$ and with it the linear coefficient would be halved in that layer, and the signal would fall by $15\,\%$. Even the sign depends on the assumed layer, so these numbers measure sensitivity and are not corrections to apply. Assigning a bulk index to a film a few atoms thick is a further idealization.

**Q:** And the measurement itself? A wafer warms, and a lamp drifts.

**A:** Warming changes the bare reflectance, and so does a drift of the lamp's wavelength. A drift of the lamp's power leaves the reflectance alone but imitates a change of it, unless the incident light is monitored. The first derivative of $\ln r$ found earlier gives, for a small index change $\delta n_s$,

$$\left|\frac{\delta R_0}{R_0}\right|\le\frac{4n_a|\delta n_s|}{|\varepsilon_a-\varepsilon_s|}$$

to first order. With $|\varepsilon_a-\varepsilon_s|=48.8$ and a rough $0.004$ per kelvin for $|\delta n_s|$, a warming of $1\ \mathrm K$ contributes at most $3.3\times10^{-4}$. This is up to $28\,\%$ of the linear signal of $1\ \mathrm{nm}$ of oxide. The actual effect may be smaller, since it depends on the phase of $\delta n_s$.

For wavelength there are two cases. A constant error of $1\ \mathrm{nm}$, with a rough index slope of $0.11$ per nanometre, alters $C_1$ by at most $4.7\,\%$ to first order if the film index is held fixed. The prefactor $1/\lambda$ contributes $1/365=0.003$. The derivative of $1/(\varepsilon_a-\varepsilon_s)$ with respect to $n_s$ is $2n_s/(\varepsilon_a-\varepsilon_s)^2$, so with $|n_s|=7.04$ the substrate contributes at most $2\times7.04\times0.11/(48.8^2\times0.01472)=0.044$. A drift of $1\ \mathrm{nm}$ between the bare and coated measurements is more serious. The same bound allows $4\times0.11/48.8=9\times10^{-3}$, nearly eight times the signal. This is only an upper bound. The reflectance of silicon has a maximum near $365\ \mathrm{nm}$, and its relative slope there is of order $10^{-3}$ per nanometre, which is smaller than the bound but still comparable with the signal. The source should therefore be stable, or a reference wafer should be measured with it.

**Q:** Roughness and a converging beam?

**A:** A standard estimate of the specular loss from scatter is $1-\exp[-(4\pi\sigma/\lambda)^2]$, where $\sigma$ is the rms height. For $\sigma=0.2\ \mathrm{nm}$ this is $4\,\%$ of the same linear signal. The estimate holds for height variations that are laterally long compared with the wavelength. Roughness on a much finer lateral scale acts as a graded layer and enters through the integral over $\varepsilon(z)$ above, where it can be far larger: a Gaussian height profile with $\sigma=0.2\ \mathrm{nm}$ and Bruggeman mixing of silicon and air gives about half of the linear signal, and the figure depends strongly on the mixing rule. Either kind matters only to the extent that roughness changes during growth. For an unpolarized ray at $10^\circ$ the film signal differs from that at normal incidence by about $0.9\,\%$ of the linear signal. The back of the wafer is harmless: power in silicon falls by a factor $e$ in $10.8\ \mathrm{nm}$ at $365\ \mathrm{nm}$ and in about $2.5\ \mathrm{\mu m}$ at $633\ \mathrm{nm}$, while a wafer is hundreds of micrometres thick. The numerical output gives the values at other thicknesses.

**Q:** Then my original objection was right about the film and wrong about the substrate.

**A:** Yes. A thin transparent film whose permittivity differs from that of the ambient supplies a small wave proportional to its thickness in either case. The substrate decides whether that wave can change the reflected intensity at first order.

## Computed results

```
Oxide on silicon in air; optical constants are rough
Wavelength 365 nm, photon energy 3.397 eV
 film index 1.47, substrate index 6.50+2.70i
 film eps 2.1609, substrate eps 34.960+35.100i
 Im 1/(eps_a-eps_s) = 1.4715e-02
 bare R0 = 0.5908, phase of r0 = -173.65 deg
 power absorption depth = 10.8 nm
 C1 = -1.1763e-03 per nm, C2 = -1.7966e-04 per nm^2
 crossover |C1/C2| = 6.547 nm
 d=0.1 nm: dR/R exact -1.1942e-04, linear -1.1763e-04, two terms -1.1942e-04
 d=0.5 nm: dR/R exact -6.3306e-04, linear -5.8814e-04, two terms -6.3305e-04
 d=1.0 nm: dR/R exact -1.3560e-03, linear -1.1763e-03, two terms -1.3559e-03
 d=2.0 nm: dR/R exact -3.0721e-03, linear -2.3525e-03, two terms -3.0712e-03
 power of d from 0.01 to 0.02 nm: 1.002
 power of d from 1 to 2 nm: 1.180
Wavelength 633 nm, photon energy 1.959 eV
 film index 1.46, substrate index 3.88+0.02i
 film eps 2.1316, substrate eps 15.054+0.155i
 Im 1/(eps_a-eps_s) = 7.8567e-04
 bare R0 = 0.3483, phase of r0 = -179.84 deg
 power absorption depth = 2518.6 nm
 C1 = -3.5299e-05 per nm, C2 = -1.1320e-04 per nm^2
 crossover |C1/C2| = 0.312 nm
 d=0.1 nm: dR/R exact -4.6620e-06, linear -3.5299e-06, two terms -4.6620e-06
 d=0.5 nm: dR/R exact -4.5950e-05, linear -1.7650e-05, two terms -4.5950e-05
 d=1.0 nm: dR/R exact -1.4850e-04, linear -3.5299e-05, two terms -1.4850e-04
 d=2.0 nm: dR/R exact -5.2339e-04, linear -7.0599e-05, two terms -5.2341e-04
 power of d from 0.01 to 0.02 nm: 1.044
 power of d from 1 to 2 nm: 1.817
Energy balance at 365 nm, oxide 0 -> 1 nm
 R: 0.590809 -> 0.590008
 absorbed in silicon: 0.409191 -> 0.409992
Assumed noise in dR/R 1e-04: equals 0.085 nm oxide
Neglected effects at 365 nm, in % of the 1 nm linear signal
 second-order term: 15.3 %
 lowest 0.3 nm of oxide with index 3.98+1.35i: 38 %
 film index 5 % higher: 19 %
 wafer 1 K warmer, rough |dn_s/dT|=0.004/K: at most 28 %
 wavelength off by 1 nm, rough |dn_s/dwl|=0.11/nm: at most 4.7 %
 scatter from 0.2 nm rms roughness: 4.0 %
 unpolarized ray at 10 deg: 0.94 %
```
